# Dispersion energy between two atoms: dependence on coupling strength and energy balance, part 1

(Sections cited here and not found follow in the second part.)

## A.1 The form of the answer from parity and scaling

Two neutral atoms A and B in S states lie a large distance $R$ apart. Multiply every Coulomb term that couples a particle of A to a particle of B by a number $\lambda$, so that $H(\lambda)=H_A+H_B+\lambda V$. Atomic units are used throughout (energy in $E_h$, length in bohr). The slowest-decaying part of $V$ is the dipole–dipole term, derived in A.5, which is $R^{-3}$ times an operator linear in the dipole of A and linear in the dipole of B. While only this term is kept, $\lambda$ and $R$ enter $H$ through the single combination $g=\lambda/R^3$.

Invert the electrons of A through nucleus A and leave B alone. This unitary operation leaves $H_A$ and $H_B$ unchanged and reverses the dipole of A, so it maps $H(g)$ onto $H(-g)$. The truncated operator is unbounded below for $g\ne0$, so $E$, measured from $E_A+E_B$, is understood as the perturbation series in $g$ built on the product of the monomer ground states. That product is invariant under the inversion, so the series is even in $g$. It vanishes at $g=0$, so

$$E=-C_6\,g^2+O(g^4)=-\lambda^2\frac{C_6}{R^6}+O(\lambda^4R^{-12}). \tag{1}$$

The interaction energy is thus quadratic in $\lambda$. The quantity that is linear in $\lambda$ is its derivative, which by the Hellmann–Feynman theorem (A.2) is $W=\langle V\rangle$:

$$W=\frac{dE}{d\lambda}=-2\lambda\frac{C_6}{R^6},\qquad X\equiv E-\lambda W=+\lambda^2\frac{C_6}{R^6}. \tag{2}$$

$X$ is the rise of $\langle H_A+H_B\rangle$ above the separated ground states. At $\lambda=1$ the intermonomer Coulomb energy is $-2C_6/R^6$, and half of it is paid back by exciting the monomers.

Dimensional analysis fixes how $X$ divides. A second-order energy is a squared matrix element over an excitation energy, so $C_6\sim(\text{length})^4/(\text{energy})$ at fixed charges in $V$. Give the electrons mass $m$ and multiply all intramonomer Coulomb terms by $Z$. The substitution $\mathbf r=\mathbf r'/(mZ)$ turns $H_A$ into $mZ^2$ times its form at $m=Z=1$, so lengths scale as $(mZ)^{-1}$, energies as $mZ^2$, and $C_6\propto m^{-5}Z^{-6}$. Since $m\,\partial H/\partial m=-T$ and $Z\,\partial H/\partial Z=U_{\rm intra}$, the Hellmann–Feynman theorem applied to the interacting pair, minus the same for the separated atoms, gives

$$\Delta T=-m\frac{\partial E}{\partial m}=-5\lambda^2\frac{C_6}{R^6},\qquad \Delta U_{\rm intra}=Z\frac{\partial E}{\partial Z}=+6\lambda^2\frac{C_6}{R^6}. \tag{3}$$

The signs follow from $E\propto-m^{-5}Z^{-6}$: $m\,\partial_mE=-5E=+5\lambda^2C_6/R^6$ and $Z\,\partial_ZE=-6E=+6\lambda^2C_6/R^6$. At $\lambda=1$ the balance in units of $C_6/R^6$ is $-5+6-2=-1$.

The argument does not give $C_6$, does not say which part of the pair density carries $W$, and does not give the size of the terms beyond dipole–dipole.

## A.2 Definitions and exact relations

The nuclei are clamped, the interaction is the instantaneous Coulomb law, and each electron is assigned to a monomer: wavefunctions are antisymmetric within A and within B but not between them. The consequences of this labelling are treated in A.9. Both monomer ground states are non-degenerate and separated from the excited states by a gap. All monomer eigenfunctions are taken real. The states of A are $|m\rangle$ with excitation energies $\omega_m$ ($\omega_0=0$), those of B are $|n\rangle$ with $\omega_n$, and $H_0=H_A+H_B-E_A-E_B$ has eigenvalues $\omega_m+\omega_n$.

With electron density operators $\hat\rho_A(\mathbf r)=\sum_{i\in A}\delta(\mathbf r-\mathbf r_i)$ and $\hat\rho_B(\mathbf s)$ likewise, and with $v_A(\mathbf s)=\sum_{\alpha\in A}Z_\alpha/|\mathbf s-\mathbf R_\alpha|$ the positive nuclear potential of A,

$$V=V_{nn}-\int\hat\rho_A v_B-\int\hat\rho_B v_A+\iint\frac{\hat\rho_A(\mathbf r)\hat\rho_B(\mathbf s)}{|\mathbf r-\mathbf s|}. \tag{4}$$

$V_{nn}$ is the repulsion between the nuclei of A and those of B, and it is scaled by $\lambda$ with the rest.

Let $\Psi_\lambda$ be the normalized eigenstate of $H_0+\lambda V$ that goes to $|00\rangle$ as $\lambda\to0$, and define $W=\langle\Psi_\lambda|V|\Psi_\lambda\rangle$ and $X=\langle\Psi_\lambda|H_0|\Psi_\lambda\rangle$. Then $E=X+\lambda W$ by definition. Differentiate $E=\langle\Psi|H|\Psi\rangle$:

$$\frac{dE}{d\lambda}=\langle\Psi|V|\Psi\rangle+2\langle\partial_\lambda\Psi|H|\Psi\rangle=W+2E\langle\partial_\lambda\Psi|\Psi\rangle=W,$$

because $\langle\Psi|\Psi\rangle=1$ makes $\langle\partial_\lambda\Psi|\Psi\rangle=0$. Integration from the uncoupled system, where $E=0$, gives

$$E(1)=\int_0^1W(\lambda)\,d\lambda. \tag{5}$$

These relations hold unchanged for exact diagonalization in any $\lambda$-independent orthonormal basis, since the proof uses only that $\Psi$ is an eigenvector of the matrix. Also $X\ge0$, because $H_0$ has no negative eigenvalue.

Insert the power series $E=\sum_{k\ge1}\lambda^kE_k$. Term-by-term differentiation gives $W$, and $X=E-\lambda W$ gives each term the factor $1-k$:

$$W=E_1+2\lambda E_2+3\lambda^2E_3+4\lambda^3E_4+\dots,\qquad X=-\lambda^2E_2-2\lambda^3E_3-3\lambda^4E_4-\dots \tag{6}$$

The factors $-2,+1,-1$ of (1) and (2) are the case $k=2$. They hold for the whole of $E_2$, whatever its dependence on $R$.

The coefficients come from Rayleigh–Schrödinger theory with $\langle00|\psi_k\rangle=0$ for $k\ge1$. The first two orders of the eigenvalue equation are $H_0\psi_1=-(V-E_1)|00\rangle$ and $H_0\psi_2=-(V-E_1)\psi_1+E_2|00\rangle$, and projection of order $k$ on $\langle00|$ gives $E_k=\langle00|V|\psi_{k-1}\rangle$. Projection of the first equation on $\langle mn|$ gives

$$\psi_1={\sum_{mn}}'c_{mn}|mn\rangle,\quad c_{mn}=-\frac{V_{mn,00}}{\omega_m+\omega_n},\quad E_2=-{\sum_{mn}}'\frac{V_{mn,00}^2}{\omega_m+\omega_n}, \tag{7}$$

where the prime omits $m=n=0$. For $E_3$, use the first equation to replace $\langle00|V$ acting on $\psi_2$, which is orthogonal to $|00\rangle$, and then the second, with $\langle\psi_1|00\rangle=0$:

$$E_3=\langle00|V|\psi_2\rangle=-\langle\psi_1|H_0|\psi_2\rangle=\langle\psi_1|V-E_1|\psi_1\rangle. \tag{8}$$

The leading terms of (6) can be read directly from $\psi_1$. The cross terms between $|00\rangle$ and $\lambda\psi_1$ appear twice in $\langle V\rangle$, so $W=E_1+2\lambda\langle00|V|\psi_1\rangle=E_1+2\lambda E_2$. In $X$, every term with $|00\rangle$ on either side is annihilated by $H_0$, so $\psi_2$ does not enter at order $\lambda^2$, and $X=\lambda^2\sum'c_{mn}^2(\omega_m+\omega_n)=-\lambda^2E_2$. The gain is linear in the amplitudes and the cost is quadratic, and at the minimum of $2cV+c^2\omega$, which lies at $c=-V/\omega$, the cost $V^2/\omega$ is half the gain $2V^2/\omega$.

$E_2$ splits by the type of excitation: $E_2=E_2^{\rm ind}+E_2^{\rm disp}$, with induction from $m\ne0,n=0$ or $m=0,n\ne0$, and dispersion from $m\neq0,n\neq0$.

## A.3 The part of the pair density that carries the dispersion term

The intermonomer pair density is $P(\mathbf r,\mathbf s)=\langle\hat\rho_A(\mathbf r)\hat\rho_B(\mathbf s)\rangle$, normalized to $N_AN_B$. With the densities $\rho_A=\langle\hat\rho_A\rangle$, $\rho_B=\langle\hat\rho_B\rangle$ of the coupled state, its connected part is

$$\Delta P(\mathbf r,\mathbf s)=P(\mathbf r,\mathbf s)-\rho_A(\mathbf r)\rho_B(\mathbf s),\qquad U_c=\iint\frac{\Delta P(\mathbf r,\mathbf s)}{|\mathbf r-\mathbf s|}.$$

Since $\int\hat\rho_A=N_A$ is a number, $\int\Delta P\,d\mathbf r=N_A\rho_B-N_A\rho_B=0$, and likewise over $\mathbf s$. The expectation value of (4) splits exactly, at any $\lambda$, as

$$W=E_{\rm el}+U_c,\qquad E_{\rm el}=V_{nn}-\int\rho_Av_B-\int\rho_Bv_A+\iint\frac{\rho_A\rho_B}{|\mathbf r-\mathbf s|}. \tag{9}$$

The Coulomb energy of the full $P$ is about $N_AN_B/R$. That large part is cancelled by the nuclear terms inside $E_{\rm el}$, and the value $-2C_6/R^6$ refers to $\Delta P$.

Let $\rho^A_{0m}(\mathbf r)=\langle0|\hat\rho_A(\mathbf r)|m\rangle$. The norm of $|00\rangle+\lambda\psi_1$ is $1+O(\lambda^2)$, so to first order

$$P=\rho^A_{00}\rho^B_{00}+2\lambda{\sum_{mn}}'c_{mn}\,\rho^A_{0m}\rho^B_{0n},$$

$$\rho_A=\rho^A_{00}+2\lambda\sum_{m\ne0}c_{m0}\,\rho^A_{0m},\qquad\rho_B=\rho^B_{00}+2\lambda\sum_{n\ne0}c_{0n}\,\rho^B_{0n}.$$

Only $n=0$ survives in $\rho_A$ because $\hat\rho_A$ does not act on B and $\langle0|n\rangle=\delta_{0n}$. The order-$\lambda$ part of the product $\rho_A\rho_B$ is $2\lambda\sum_mc_{m0}\rho^A_{0m}\rho^B_{00}+2\lambda\sum_nc_{0n}\rho^A_{00}\rho^B_{0n}$, which is exactly the single-excitation part of $P$. The difference keeps the double excitations:

$$\Delta P(\mathbf r,\mathbf s)=2\lambda\sum_{m\ne0}\sum_{n\ne0}c_{mn}\,\rho^A_{0m}(\mathbf r)\rho^B_{0n}(\mathbf s)+O(\lambda^2). \tag{10}$$

For $m\neq0$ and $n\neq0$ the first three terms of (4) have no matrix element with $|00\rangle$, since each acts as the identity on at least one monomer. Hence $V_{mn,00}=\iint\rho^A_{0m}\rho^B_{0n}/|\mathbf r-\mathbf s|$, and contraction of (10) with the Coulomb kernel gives $2\lambda\sum c_{mn}V_{mn,00}$. Subtracting this from $W=E_1+2\lambda E_2$,

$$U_c=2\lambda E_2^{\rm disp}+O(\lambda^2),\qquad E_{\rm el}=E_1+2\lambda E_2^{\rm ind}+O(\lambda^2). \tag{11}$$

Equation (11) uses no multipole expansion and no symmetry. It holds for polar and charged monomers. A wavefunction that is a product of an A factor and a B factor has $\Delta P=0$, so a mean-field treatment of the intermonomer coupling contains $E_1$ and induction and no dispersion.

## A.4 Response form

The density response of a monomer at imaginary frequency is

$$\chi_A(\mathbf r,\mathbf r';i\omega)=-2\sum_{m\ne0}\frac{\omega_m\,\rho^A_{0m}(\mathbf r)\rho^A_{0m}(\mathbf r')}{\omega_m^2+\omega^2}.$$

It obeys $\int\chi_A\,d\mathbf r'=0$ because $\int\rho^A_{0m}=N_A\langle0|m\rangle=0$. The denominator $\omega_m+\omega_n$ factorizes under a frequency integral. For $a,b>0$, partial fractions and $\int_0^\infty d\omega/(a^2+\omega^2)=\pi/2a$ give

$$\int_0^\infty\!\!\frac{ab\,d\omega}{(a^2+\omega^2)(b^2+\omega^2)}=\frac{ab}{b^2-a^2}\left(\frac{\pi}{2a}-\frac{\pi}{2b}\right)=\frac{\pi}{2}\,\frac{b-a}{b^2-a^2}=\frac{\pi}{2(a+b)}, \tag{12}$$

with $a=b$ following by continuity. The product $\chi_A\chi_B$ carries the factor $(-2)^2=4$, so

$$\int_0^\infty\!d\omega\,\chi_A(\mathbf r,\mathbf r')\chi_B(\mathbf s,\mathbf s')=2\pi\sum_{m,n\ne0}\frac{\rho^A_{0m}(\mathbf r)\rho^A_{0m}(\mathbf r')\rho^B_{0n}(\mathbf s)\rho^B_{0n}(\mathbf s')}{\omega_m+\omega_n}.$$

Multiply by $1/|\mathbf r'-\mathbf s'|$ and integrate over the primed variables, which produces $V_{mn,00}$. Comparison with (10), where the prefactor is $-2\lambda/(\omega_m+\omega_n)$, gives

$$\Delta P(\mathbf r,\mathbf s)=-\frac{\lambda}{\pi}\int_0^\infty\!d\omega\iint\frac{\chi_A(\mathbf r,\mathbf r';i\omega)\,\chi_B(\mathbf s,\mathbf s';i\omega)}{|\mathbf r'-\mathbf s'|}\,d\mathbf r'd\mathbf s'+O(\lambda^2). \tag{13}$$

The response functions are those of the isolated, fully interacting monomers and do not depend on $\lambda$. This is the origin of the linearity. A program that evaluates (13) at $\lambda=1$ and contracts it with $1/|\mathbf r-\mathbf s|$ obtains $2E_2^{\rm disp}$, with prefactor $-1/\pi$. The dispersion energy has the further factor $\int_0^1\lambda\,d\lambda=\tfrac12$ from (5), which gives the prefactor $-1/2\pi$. On a path that scales the intramonomer repulsion as well, $\chi_A$ and $\chi_B$ change with $\lambda$, and the integrand is no longer proportional to $\lambda$ in general.

## A.5 Neutral S-state atoms at large separation

Put A at the origin and B at $R\hat{\mathbf z}$. A particle of A with charge $q_a$ is at $\mathbf a$ from nucleus A, and a particle of B with charge $q_b$ is at $\mathbf b$ from nucleus B. With $\mathbf u=\mathbf b-\mathbf a$ and $u<R$, the generating function of the Legendre polynomials gives

$$\frac{1}{|R\hat{\mathbf z}+\mathbf u|}=\sum_{L\ge0}\frac{(-1)^L\,u^LP_L(\cos\theta_u)}{R^{L+1}}. \tag{14}$$

$V$ is the sum of $q_aq_b$ times (14) over all pairs, nuclei included. Each $u^LP_L$ is a polynomial in $\mathbf a$ and $\mathbf b$. Terms free of $\mathbf b$ are multiplied by $\sum_bq_b=0$ and terms free of $\mathbf a$ by $\sum_aq_a=0$. This removes $L=0$ and $L=1$ entirely. For $L=2$, $u^2P_2=(3u_z^2-u^2)/2$ has the mixed part $(-6a_zb_z+2\,\mathbf a\cdot\mathbf b)/2$. The nuclei sit at $\mathbf a=0$, $\mathbf b=0$ and drop out, and two electron charges multiply to $+1$. With $x_A$ the sum of the electron coordinates of A measured from its nucleus, and so on,

$$V_{dd}=\frac{x_Ax_B+y_Ay_B-2z_Az_B}{R^3}. \tag{15}$$

Since $u\le|\mathbf a|+|\mathbf b|$, the condition $u<R$ can fail only where $|\mathbf a|+|\mathbf b|\ge R$. This requires an electron far out in the tail of its atom, a region of exponentially small weight. The expansion in $1/R$ is therefore asymptotic and omits terms that decay exponentially.

Every remaining term of $V$ contains a multipole operator of rank $l\ge1$ on each atom (shown below), and such an operator has zero expectation value in an S state. Both $E_1=V_{00,00}$ and the single-excitation elements $V_{m0,00}$, $V_{0n,00}$ contain at least one ground-state expectation value, so $E_1$ and $E_2^{\rm ind}$ vanish to all orders in $1/R$. Equivalently, a neutral spherical charge distribution has no field outside itself. Then $W=U_c=2\lambda E_2^{\rm disp}$ at order $\lambda$.

The dipole polarizability is $\alpha_1(i\omega)=-\iint z\,\chi\,z'=2\sum_m\omega_mz_{0m}^2/(\omega_m^2+\omega^2)$, the same for $x$, $y$, $z$ and zero for mixed components, by spherical symmetry. Take the $z_Az_B$ moment of (13), with coordinates from each nucleus. Expand $1/|\mathbf r'-\mathbf s'|$ by (14). Terms free of either primed coordinate vanish by $\int\chi=0$. Of the rest, $\int z\,\chi_A(\mathbf r,\mathbf r')\,d\mathbf r$ transforms like $z'$ and is orthogonal to every other harmonic, so only $-2z'_Az'_B/R^3$ contributes:

$$\langle z_Az_B\rangle_c=-\frac{\lambda}{\pi}\int_0^\infty\!d\omega\,(-\alpha_1^A)(-\alpha_1^B)\left(-\frac{2}{R^3}\right)=\frac{2\lambda}{\pi R^3}\int_0^\infty\!\alpha_1^A\alpha_1^B\,d\omega.$$

For $x$ and $y$ the coefficient is $+1/R^3$ in place of $-2/R^3$. With the Casimir–Polder definition $C_6=(3/\pi)\int_0^\infty\alpha^A_1\alpha_1^B\,d\omega$,

$$\langle z_Az_B\rangle_c=\frac{2\lambda C_6}{3R^3},\qquad\langle x_Ax_B\rangle_c=\langle y_Ay_B\rangle_c=-\frac{\lambda C_6}{3R^3}. \tag{16}$$

At order $\lambda$ these moments have no higher-multipole corrections. The electrons move in step along the axis and in opposition across it, which are the signs that lower (15). Inserting (16) into (15),

$$U_c=\frac{\lambda C_6}{R^6}\left(-\frac13-\frac13-\frac43\right)=-2\lambda\frac{C_6}{R^6}, \tag{17}$$

so $E_2=-C_6/R^6$ by (11), the constant of (1) is the Casimir–Polder $C_6$, and (6) gives (2). The axial correlation supplies two thirds of $U_c$.

An implementation with the unexpanded $V$ sees the higher multipoles as well, and their coefficients are needed. Define the null vector $\mathbf n_t=(i\cos t,\,i\sin t,\,1)$, for which $\mathbf n_t\cdot\mathbf n_t=-1+1=0$. The function $(\mathbf n_t\cdot\mathbf u)^L$ is harmonic, since its Laplacian is $L(L-1)(\mathbf n_t\cdot\mathbf n_t)(\mathbf n_t\cdot\mathbf u)^{L-2}=0$. Its average over $t$, written $\langle\cdot\rangle_t$, is harmonic, homogeneous of degree $L$, axially symmetric and equal to $u_z^L$ on the axis. These properties single out $u^LP_L$, so $u^LP_L=\langle(\mathbf n_t\cdot\mathbf u)^L\rangle_t$. The binomial theorem with $\mathbf u=\mathbf b-\mathbf a$ and $L=l+l'$ gives the term of rank $l$ on A and $l'$ on B,

$$V_{ll'}=\frac{(-1)^{l'}}{R^{L+1}}\binom{L}{l}\left\langle Q^A_l(\mathbf n_t)\,Q^B_{l'}(\mathbf n_t)\right\rangle_t,\qquad Q_l^A(\mathbf n)=\sum_aq_a(\mathbf n\cdot\mathbf a)^l,$$

where the sign is $(-1)^L(-1)^l=(-1)^{l'}$. Each $Q_l(\mathbf n_t)$ is a pure rank-$l$ operator of parity $(-1)^l$. It takes an S state only to states of angular momentum $l$, so different $(l,l')$ do not interfere in $E_2$. Since $V_{ll'}$ is real, its squared element is the element times its complex conjugate, an average over two angles $t,t'$. The sum $2\sum_m\omega_m\langle0|Q_l(\mathbf n)|m\rangle\langle m|Q_l(\mathbf n')|0\rangle/(\omega_m^2+\omega^2)$ is a rotation-invariant polynomial of degree $l$ in each of $\mathbf n,\mathbf n'$. It is built from $\mathbf n\cdot\mathbf n$, $\mathbf n'\cdot\mathbf n'$ and $\mathbf n\cdot\mathbf n'$, and for null vectors only $K_l(\mathbf n\cdot\mathbf n')^l$ remains. With $\mathbf n=\mathbf n_t$ and $\mathbf n'=\mathbf n^*_{t'}$, the scalar product is $1+\cos\tau$, $\tau=t-t'$, and

$$\langle(1+\cos\tau)^l\rangle=2^l\langle\cos^{2l}(\tau/2)\rangle=2^l\binom{2l}{l}4^{-l}=2^{-l}\binom{2l}{l},$$

the middle step being the constant term of $[(e^{i\tau/2}+e^{-i\tau/2})/2]^{2l}$. Averaging the sum over $t$ and $t'$ separately turns each $Q_l$ into $Q_{l0}=\sum q\,r^lP_l$, and the sum into the polarizability $\alpha_l(i\omega)=2\sum_m\omega_m\langle0|Q_{l0}|m\rangle^2/(\omega_m^2+\omega^2)$. Hence $K_l=\alpha_l\,2^l/\binom{2l}{l}$. By (12), $1/(a+b)$ is $(2/\pi)$ times the frequency integral, and the two factors 2 in the polarizabilities turn this into $1/2\pi$:

$$E_2^{(ll')}=-\frac{1}{2\pi R^{2L+2}}\,\frac{\binom{L}{l}^2\,2^{L}\langle(1+\cos\tau)^L\rangle}{\binom{2l}{l}\binom{2l'}{l'}}\int_0^\infty\!\alpha_l^A\alpha_{l'}^B\,d\omega .$$

The fraction is $\frac{L!^2}{l!^2l'!^2}\cdot\frac{(2L)!}{L!^2}\cdot\frac{l!^2\,l'!^2}{(2l)!(2l')!}=\frac{(2L)!}{(2l)!(2l')!}$. It equals 6 for $(1,1)$, in agreement with $C_6$, 15 for $(1,2)$, 70 for $(2,2)$ and 28 for $(1,3)$. For two like atoms, $E_2=-C_6/R^6-C_8/R^8-C_{10}/R^{10}-\dots$ with

$$C_8=\frac{15}{\pi}\int_0^\infty\!\alpha_1\alpha_2\,d\omega,\qquad C_{10}=\frac{35}{\pi}\int_0^\infty\!\alpha_2^2\,d\omega+\frac{28}{\pi}\int_0^\infty\!\alpha_1\alpha_3\,d\omega, \tag{18}$$

the mixed terms counted twice for $(l,l')$ and $(l',l)$. All of these belong to $E_2$, so they shift $R^6W$ away from $-2\lambda C_6$ by a relative amount $C_8/(C_6R^2)$ and leave both the linearity and the ratio $-X/\lambda W=\tfrac12$ intact.

For neutral S-state atoms at large separation, the intermonomer Coulomb energy grows linearly with $\lambda$ at leading order, and at $\lambda=1$ half of its value $-2C_6/R^6$ is repaid by exciting the monomers. What remains is the size of the nonlinear terms, the kinetic and potential parts and the force, a numerical test on two hydrogen atoms, and the conditions under which the result changes.
